# Virial Stress of Many-Body Potentials in Periodic Cells: test program

```python
"""
Result under test: for an energy E = sum_i E_i that depends on pair vectors
d = r_j + h n - r_i only, the strain derivative of E per periodic cell is
    W_ab = dE/d(strain_ab) = sum over sites and neighbours of g_a d_b,
with g = dE_i/dd, and the static stress is W / volume (tension positive).
The expression -sum_i F_i,a r_i,b with total forces F_i lacks the part
    sum of g_a (h n)_b,
the derivative with respect to the cell at fixed Cartesian positions.
Symbols: h = cell (lattice vectors in columns), n = integer image label,
r_i = positions (rows of pos). Hartree atomic units throughout.
Model site energy: pair repulsion (A), square-root embedding (B) and an
angular three-body term (C_ANG), all with a smooth cutoff.
"""
import itertools
import numpy as np
from scipy.constants import physical_constants

A, B, C_ANG = 0.02, 0.08, 0.002
R0, RC = 5.4, 9.0
K_PAIR, K_DENS = 10.0, 4.0
STRENGTHS = (A, B, C_ANG)
STEP = 1e-5
TOL = 1e-7     # central differences: truncation and rounding lie below this
IMAGES = np.array(list(itertools.product(range(-3, 4), repeat=3)))
HOME_ONLY = np.zeros((1, 3), dtype=int)
HARTREE_J = physical_constants["Hartree energy"][0]
BOHR_M = physical_constants["Bohr radius"][0]
GPA = HARTREE_J / BOHR_M**3 / 1e9


def radial(r, k):
    """Value and derivative of the smoothly truncated exponential."""
    expo = np.exp(-k * (r / R0 - 1))
    s = 1 - (r / RC)**2
    return expo * s**3, expo * (-k / R0 * s**3 - 6 * r / RC**2 * s**2)


def angular_factors(d):
    r = np.linalg.norm(d, axis=1)
    u = d / r[:, None]
    cosine = u @ u.T
    q = cosine + 1 / 3
    np.fill_diagonal(q, 0.0)      # a neighbour forms no angle with itself
    return r, u, cosine, q


def site_energy(d, strengths=STRENGTHS):
    a, b, c = strengths
    r, u, cosine, q = angular_factors(d)
    phi = radial(r, K_PAIR)[0]
    psi = radial(r, K_DENS)[0]
    return (0.5 * a * phi.sum() - b * np.sqrt(psi.sum())
            + 0.5 * c * psi @ (q**2) @ psi)


def site_gradient(d, strengths=STRENGTHS):
    """Derivative of one site energy with respect to each pair vector."""
    a, b, c = strengths
    r, u, cosine, q = angular_factors(d)
    dphi = radial(r, K_PAIR)[1]
    psi, dpsi = radial(r, K_DENS)
    along = (0.5 * a * dphi - 0.5 * b * dpsi / np.sqrt(psi.sum())
             + c * dpsi * ((q**2) @ psi))
    turn = (q * psi) @ u - ((q * cosine) @ psi)[:, None] * u
    return along[:, None] * u + (2 * c * psi / r)[:, None] * turn


def neighbours(cell, pos, i, images):
    shifts = images @ cell.T
    d = pos[None, :, :] + shifts[:, None, :] - pos[i]
    r = np.linalg.norm(d, axis=2)
    n_idx, j_idx = np.nonzero((r > 1e-8) & (r < RC))
    return d[n_idx, j_idx], j_idx, shifts[n_idx]


def energy(cell, pos, images=IMAGES):
    return sum(site_energy(neighbours(cell, pos, i, images)[0])
               for i in range(len(pos)))


def analyse(cell, pos, images=IMAGES, strengths=STRENGTHS):
    """Forces, virial and related sums from pair-vector gradients."""
    out = dict(F=np.zeros_like(pos), W=np.zeros((3, 3)),
               missing=np.zeros((3, 3)), bond_asym=0.0, site_asym=0.0,
               bonds=0, crossing=0, own=0)
    for i in range(len(pos)):
        d, j, shift = neighbours(cell, pos, i, images)
        g = site_gradient(d, strengths)
        out["F"][i] += g.sum(axis=0)
        np.add.at(out["F"], j, -g)
        site_w = g.T @ d
        out["W"] += site_w
        out["missing"] += g.T @ shift
        out["bond_asym"] = max(out["bond_asym"], abs(np.cross(g, d)).max())
        out["site_asym"] = max(out["site_asym"], abs(site_w - site_w.T).max())
        out["bonds"] += len(d)
        out["crossing"] += int((np.linalg.norm(shift, axis=1) > 1e-8).sum())
        out["own"] += int((j == i).sum())
    out["naive"] = -out["F"].T @ pos
    return out


def strain_derivative(cell, pos, images=IMAGES):
    result = np.zeros((3, 3))
    for a, b in itertools.product(range(3), repeat=2):
        e = []
        for sign in (1, -1):
            deform = np.eye(3)
            deform[a, b] += sign * STEP
            e.append(energy(deform @ cell, pos @ deform.T, images))
        result[a, b] = (e[0] - e[1]) / (2 * STEP)
    return result


def array_derivative(function, x):
    result = np.zeros_like(x)
    for index in np.ndindex(x.shape):
        plus, minus = x.copy(), x.copy()
        plus[index] += STEP
        minus[index] -= STEP
        result[index] = (function(plus) - function(minus)) / (2 * STEP)
    return result


def deviation(x, y):
    return abs(np.asarray(x) - np.asarray(y)).max()


def pressure(w, volume):
    return -np.trace(w) / (3 * volume)


def show(label, matrix):
    print(label)
    for row in matrix:
        print("  " + " ".join(f"{x:10.6f}" for x in row))


FCC = np.array([[0, 0, 0], [0, .5, .5], [.5, 0, .5], [.5, .5, 0]])

# Perfect crystal: no forces, yet a pressure.
a_fcc = 7.5
fcc_cell = a_fcc * np.eye(3)
fcc = analyse(fcc_cell, FCC * a_fcc)
p_fcc = pressure(fcc["W"], a_fcc**3)
e_up = energy((a_fcc + STEP) * np.eye(3), FCC * (a_fcc + STEP))
e_dn = energy((a_fcc - STEP) * np.eye(3), FCC * (a_fcc - STEP))
p_eos = -(e_up - e_dn) / ((a_fcc + STEP)**3 - (a_fcc - STEP)**3)
assert abs(fcc["F"]).max() < 1e-12
assert abs(fcc["naive"]).max() < 1e-11
assert abs(p_fcc - p_eos) < 1e-9 and abs(p_fcc) > 1e-5

# Pair and embedding parts of the trace, from two neighbour shells.
parts = [np.trace(analyse(fcc_cell, FCC * a_fcc, strengths=s)["W"]) / 4
         for s in ((A, 0, 0), (0, B, 0), (0, 0, C_ANG))]
shell_r = np.array([a_fcc / np.sqrt(2), a_fcc])
shell_n = np.array([12, 6])
phi_s, dphi_s = radial(shell_r, K_PAIR)
psi_s, dpsi_s = radial(shell_r, K_DENS)
rho = shell_n @ psi_s
assert abs(parts[0] - 0.5 * A * shell_n @ (shell_r * dphi_s)) < 1e-12
assert abs(parts[1] + B * shell_n @ (shell_r * dpsi_s)
           / (2 * np.sqrt(rho))) < 1e-12

# Triclinic cell with displaced atoms.
cell = np.array([[7.5, 0.4, -0.3], [0.0, 7.6, 0.2], [0.0, 0.0, 7.4]])
moves = np.array([[.2, -.1, .3], [-.3, .2, .1], [.1, .3, -.2], [0, -.2, -.1]])
pos = FCC @ cell.T + moves
vol = np.linalg.det(cell)
res = analyse(cell, pos)
w_fd = strain_derivative(cell, pos)
f_fd = -array_derivative(lambda x: energy(cell, x), pos)
cell_fd = array_derivative(lambda x: energy(x, pos), cell) @ cell.T
assert deviation(res["W"], w_fd) < TOL
assert deviation(res["F"], f_fd) < TOL
assert deviation(res["missing"], cell_fd) < 10 * TOL  # scaled by cell length
assert deviation(res["naive"] + cell_fd, w_fd) < 10 * TOL
assert deviation(res["naive"], w_fd) > 1e-3
assert abs(res["F"].sum(axis=0)).max() < 1e-12
assert res["site_asym"] < 1e-12 and res["bond_asym"] > 1e-5

# The same crystal with one atom represented by another periodic image.
moved_pos = pos.copy()
moved_pos[0] += cell[:, 0]
moved = analyse(cell, moved_pos)
assert abs(energy(cell, moved_pos) - energy(cell, pos)) < 1e-12
assert deviation(moved["W"], res["W"]) < 1e-11
assert deviation(moved["naive"] - res["naive"],
                 -np.outer(f_fd[0], cell[:, 0])) < 10 * TOL
assert deviation(moved["naive"], res["naive"]) > 1e-3

# Replication does not reduce the error per volume.
double_cell = cell.copy()
double_cell[:, 0] *= 2
double = analyse(double_cell, np.vstack([pos, pos + cell[:, 0]]))
assert deviation(double["W"] / 2, res["W"]) < 1e-11
assert deviation(double["naive"] / 2, res["naive"]) < 1e-11

# Home-cell site energies differentiated with respect to explicit atoms.
shifts = IMAGES @ cell.T
all_atoms = (pos[None, :, :] + shifts[:, None, :]).reshape(-1, 3)
parents = np.tile(np.arange(len(pos)), len(IMAGES))
is_home = np.repeat(np.all(IMAGES == 0, axis=1), len(pos))
gap = np.linalg.norm(all_atoms[:, None] - pos[None], axis=2).min(axis=1)
keep = gap < RC + 0.01
explicit, parents, is_home = all_atoms[keep], parents[keep], is_home[keep]
home = np.flatnonzero(is_home)


def home_energy(atoms):
    total = 0.0
    for i in home:
        d = atoms - atoms[i]
        r = np.linalg.norm(d, axis=1)
        total += site_energy(d[(r > 1e-8) & (r < RC)])
    return total


partial_force = -array_derivative(home_energy, explicit)
w_ghost = -partial_force.T @ explicit
folded = np.zeros_like(pos)
np.add.at(folded, parents, partial_force)
assert deviation(w_ghost, res["W"]) < 10 * TOL   # sum over many atoms
assert deviation(folded, res["F"]) < TOL

# Isolated cluster: both expressions agree.
cluster = analyse(cell, pos, HOME_ONLY)
cluster_fd = strain_derivative(cell, pos, HOME_ONLY)
assert deviation(cluster["naive"], cluster_fd) < TOL
assert deviation(cluster["W"], cluster_fd) < TOL
assert abs(cluster_fd).max() > 1e-3

print(f"A, B, C_ang = {A}, {B}, {C_ANG} hartree")
print(f"r0, rc = {R0}, {RC} bohr; k pair, density = {K_PAIR}, {K_DENS}")
print(f"fcc: a = {a_fcc} bohr, 4 atoms, energy/atom = "
      f"{energy(fcc_cell, FCC * a_fcc) / 4:.6f} hartree")
for m in range(2):
    print(f"fcc shell {m + 1}: {shell_n[m]} at {shell_r[m]:.4f} bohr, "
          f"phi {phi_s[m]:.6f}, r phi' {shell_r[m] * dphi_s[m]:.6f}")
    print(f"   psi {psi_s[m]:.6f}, r psi' {shell_r[m] * dpsi_s[m]:.6f}")
print(f"fcc density sum = {rho:.6f}")
print("fcc trace W/atom, pair, embedding, angular (hartree): "
      + ", ".join(f"{x:.6f}" for x in parts))
print(f"fcc trace W/atom, total = {np.trace(fcc['W']) / 4:.6f} hartree")
print(f"fcc pressure, virial  = {p_fcc:.6e} hartree/bohr^3")
print(f"fcc pressure, -dE/dV  = {p_eos:.6e} hartree/bohr^3")
print(f"fcc pressure, virial  = {p_fcc * GPA:.3f} GPa")
print(f"fcc largest force = {abs(fcc['F']).max():.1e} hartree/bohr")
show("triclinic cell, lattice vectors in columns (bohr)", cell)
show("positions, one atom per row (bohr)", pos)
show("total forces, one atom per row (hartree/bohr)", res["F"])
print(f"volume = {vol:.3f} bohr^3")
print(f"directed pair vectors {res['bonds']}, with n nonzero "
      f"{res['crossing']}, to own images {res['own']}")
show("W from pair vectors (hartree)", res["W"])
show("minus sum of force times position (hartree)", res["naive"])
show("missing cell part (hartree)", res["missing"])
print(f"max |W - strain difference| = {deviation(res['W'], w_fd):.1e} hartree")
print(f"largest bond asymmetry = {res['bond_asym']:.2e} hartree")
for name, w in (("pair vectors", res["W"]), ("force times position",
                res["naive"]), ("same, atom 1 moved by a1", moved["naive"])):
    p = pressure(w, vol)
    print(f"pressure, {name}: {p:.6e} hartree/bohr^3 = {p * GPA:.3f} GPa")
print(f"explicit atoms with ghosts: {len(explicit)}")
print(f"max |W ghosts - W| = {deviation(w_ghost, res['W']):.1e} hartree")
print(f"cluster trace: pair vectors {np.trace(cluster['W']):.6f}, "
      f"force times position {np.trace(cluster['naive']):.6f} hartree")
print("done: every assertion held")
```

Running it gives:

```
A, B, C_ang = 0.02, 0.08, 0.002 hartree
r0, rc = 5.4, 9.0 bohr; k pair, density = 10.0, 4.0
fcc: a = 7.5 bohr, 4 atoms, energy/atom = -0.108365 hartree
fcc shell 1: 12 at 5.3033 bohr, phi 0.332710, r phi' -4.329365
   psi 0.298816, r psi' -2.127530
fcc shell 2: 6 at 7.5000 bohr, phi 0.000584, r phi' -0.016072
   psi 0.006021, r psi' -0.115563
fcc density sum = 3.621923
fcc trace W/atom, pair, embedding, angular (hartree): -0.520488, 0.551169, -0.057287
fcc trace W/atom, total = -0.026606 hartree
fcc pressure, virial  = 8.408879e-05 hartree/bohr^3
fcc pressure, -dE/dV  = 8.408879e-05 hartree/bohr^3
fcc pressure, virial  = 2.474 GPa
fcc largest force = 7.6e-19 hartree/bohr
triclinic cell, lattice vectors in columns (bohr)
    7.500000   0.400000  -0.300000
    0.000000   7.600000   0.200000
    0.000000   0.000000   7.400000
positions, one atom per row (bohr)
    0.200000  -0.100000   0.300000
   -0.250000   4.100000   3.800000
    3.700000   0.400000   3.500000
    3.950000   3.600000  -0.100000
total forces, one atom per row (hartree/bohr)
   -0.018796   0.008402  -0.036112
    0.022626  -0.013588   0.005242
    0.000915  -0.019256   0.038016
   -0.004744   0.024442  -0.007146
volume = 421.800 bohr^3
directed pair vectors 100, with n nonzero 88, to own images 24
W from pair vectors (hartree)
   -0.144956   0.014451  -0.048313
    0.014451  -0.125132   0.057500
   -0.048313   0.057500  -0.184506
minus sum of force times position (hartree)
    0.024772  -0.077931  -0.084014
   -0.030377  -0.023740   0.118953
   -0.103901  -0.014586  -0.142856
missing cell part (hartree)
   -0.169728   0.092381   0.035701
    0.044827  -0.101392  -0.061453
    0.055587   0.072086  -0.041649
max |W - strain difference| = 3.7e-10 hartree
largest bond asymmetry = 3.44e-04 hartree
pressure, pair vectors: 3.592491e-04 hartree/bohr^3 = 10.569 GPa
pressure, force times position: 1.120784e-04 hartree/bohr^3 = 3.297 GPa
pressure, same, atom 1 moved by a1: 6.759170e-07 hartree/bohr^3 = 0.020 GPa
explicit atoms with ghosts: 52
max |W ghosts - W| = 1.9e-10 hartree
cluster trace: pair vectors 0.312702, force times position 0.312702 hartree
done: every assertion held
```
